# Inferring a Ferroic Film's Permittivity from Equivalent Oxide Thickness

## Problem

A transistor gate insulator consists of a ferroic film of thickness $t_f=2$ nm on silicon dioxide of thickness $t_{ox}=0.80$ nm and relative permittivity $\varepsilon_{ox}=3.9$. Its total equivalent oxide thickness (EOT) is 0.65 nm. EOT is the thickness of silicon dioxide alone that would have the same capacitance per area. The silicon's own contribution has already been removed from it. What is the effective relative permittivity $\varepsilon_f$ of the film?

## A tempting solution

The film changes the EOT from 0.80 nm to 0.65 nm, so it accounts for 0.15 nm. A layer of permittivity $\varepsilon_f$ is equivalent to $\varepsilon_{ox}t_f/\varepsilon_f$ of oxide. Hence

$$
\frac{3.9\times 2\ \text{nm}}{\varepsilon_f}=0.15\ \text{nm},\qquad \varepsilon_f=+52 ,
$$

and the film appears to be a good ordinary dielectric.

## Where it fails

Put the answer back into the stack. A film with $\varepsilon_f=+52$ is equivalent to 0.15 nm of oxide placed in series with the 0.80 nm already there. The total would be 0.95 nm, not 0.65 nm. The fault is the lost sign: the film has *reduced* the EOT, and the solution used only the size of the change.

No positive value can repair this. Adding a layer of positive permittivity in series always adds a positive equivalent thickness. Even an infinite permittivity would leave the total at 0.80 nm. An ordinary film with $\varepsilon_f=25$ would give $0.80+7.8/25=1.11$ nm.

## The right solution

Count the displacement $D$ and the field $E$ as positive from gate to silicon. Assume that the layers are uniform in the plane and that no charge at their interface follows the measuring signal. A small change $dD$ is then the same in both layers, by Gauss's law.

The effective permittivity is defined by the slope at the operating point, $\varepsilon_0\varepsilon_f=dD/dE_f$. The field changes are therefore

$$
dE_f=\frac{dD}{\varepsilon_0\varepsilon_f},\qquad dE_{ox}=\frac{dD}{\varepsilon_0\varepsilon_{ox}} .
$$

Multiplying each by its thickness and adding gives the change in insulator voltage:

$$
dV=dD\left(\frac{t_f}{\varepsilon_0\varepsilon_f}+\frac{t_{ox}}{\varepsilon_0\varepsilon_{ox}}\right).
$$

By the definition of EOT, the capacitance per area is $C=dD/dV=\varepsilon_0\varepsilon_{ox}/\text{EOT}$, so $dV/dD=\text{EOT}/(\varepsilon_0\varepsilon_{ox})$. Equate the two expressions for $dV/dD$ and multiply by $\varepsilon_0\varepsilon_{ox}$:

$$
\text{EOT}=t_{ox}+\frac{\varepsilon_{ox}t_f}{\varepsilon_f}.
$$

Subtract $t_{ox}$, then solve for $\varepsilon_f$:

$$
\varepsilon_f=\frac{\varepsilon_{ox}t_f}{\text{EOT}-t_{ox}}
=\frac{3.9\times2}{0.65-0.80}
=\frac{7.8}{-0.15}=-52 .
$$

## What the negative sign means

The film's field falls as the charge on the gate, and with it the displacement in the film, rises. Take a charge of 1.60 uC/cm2, corresponding to $10^{13}$ electrons per cm2 in the silicon, and suppose that the slope is constant from zero charge. The oxide field is then 4.64 MV/cm and the film field is −0.348 MV/cm. Multiplying by the thicknesses gives

$$
V_{ox}=0.371\ \text{V},\qquad V_f=-0.070\ \text{V},\qquad V_{ox}+V_f=0.302\ \text{V},
$$

where the sum is taken before rounding. The oxide receives more than the whole insulator voltage, by the factor $t_{ox}/\text{EOT}=0.80/0.65=1.23$. The stack holds more charge at a given insulator voltage than the oxide would alone.

This does not provide free energy. Charging the stack from zero costs, per area,

$$
W=\int_0^D V\,dD'=\int_0^D\frac{\text{EOT}}{\varepsilon_0\varepsilon_{ox}}D'\,dD'
=\frac{\text{EOT}}{2\varepsilon_0\varepsilon_{ox}}D^2 ,
$$

which is positive because the total EOT is positive. The film's part is negative, but the oxide's part outweighs it.

The same expression gives a stability condition. With the two electrodes shorted, the uniform uncharged state is an energy minimum with respect to $D$ if $\text{EOT}>0$. For $\varepsilon_f<0$ this requires

$$
t_{ox}>\frac{\varepsilon_{ox}t_f}{|\varepsilon_f|}=\frac{7.8}{52}\ \text{nm}=0.15\ \text{nm}.
$$

The given oxide satisfies this. The condition concerns uniform states; it does not exclude a division of the film into domains of opposite polarization. It also assumes that the film's polarization is stable when $D$ is held fixed.

## How a film can have such a slope

A Landau model supplies one possible origin. Let the polarization $P$ of a uniform film obey

$$
E=aP+bP^3,\qquad D=\varepsilon_0\varepsilon_bE+P,\qquad a<0,\ b>0,
$$

where $\varepsilon_b$ is a background permittivity. Differentiating gives $dP/dE=1/(a+3bP^2)$, and therefore

$$
\varepsilon_f=\varepsilon_b+\frac{1}{\varepsilon_0(a+3bP^2)} .
$$

The coefficients follow from the remanent polarization $P_r$ and the coercive field $E_c$. At $E=0$ with $P\ne0$, $P_r^2=-a/b$, so $b=-a/P_r^2$. The field has its extreme value where $a+3bP^2=0$, that is, at $P=P_r/\sqrt3$. Since $a<0$, this extreme value is negative. It equals $-E_c$ if $E_c$ denotes the coercive field for uniform switching. There

$$
E=aP\left(1-\frac{P^2}{P_r^2}\right)=\frac{2aP_r}{3\sqrt3},
\qquad\text{so}\qquad
a=-\frac{3\sqrt3\,E_c}{2P_r}.
$$

Take $P_r=15$ uC/cm2, $E_c=1$ MV/cm and $\varepsilon_b=20$, rough values for hafnium-zirconium oxide. They give $a=-1.732\times10^9$ m/F. At $P=0$, $1/(\varepsilon_0a)=-65.2$, and

$$
\varepsilon_f=20-65.2=-45.2 .
$$

The closeness to −52 carries little weight, because the inputs are rough. In particular, a measured coercive field can lie well below that of uniform switching, since domains can nucleate and spread at lower fields. Doubling $E_c$ alone would give $20-32.6=-12.6$. Multiplying it by four would give $20-16.3=+3.7$ and a positive EOT of 2.9 nm, yet the shorted stack would then polarize spontaneously to about 10 uC/cm2. For $a<0$ the state $P=0$ is stable at fixed $D$ only if $\varepsilon_f<0$, so $\text{EOT}>0$ is a stability test only in that case. The model shows that a film held uniform can have a negative slope of this kind. Whether the film stays uniform in the stack depends also on the energy cost of polarization gradients, which the model leaves out. Nor does the model identify the mechanism in a real film.

The model also allows the series formula to be tested. Solving the nonlinear film together with 0.80 nm of oxide near zero voltage gives a stack EOT of 0.6275 nm. The formula then returns $7.8/(0.6275-0.80)=-45.2$, in agreement with the film's own slope.

For this film the critical oxide thickness is $7.8/45.2=0.173$ nm. Direct minimization of the shorted stack's energy gives $P=0$ when the oxide is 10% thicker than this. When it is 10% thinner, the minimum moves to a spontaneous polarization of 4.0 uC/cm2.

The slope is not constant. At the charge of 1.60 uC/cm2 the positive term $3bP^2$ has partly cancelled $a$, and the Landau value becomes −50.1 instead of −45.2. An inferred permittivity therefore belongs to a particular operating point.

## How firmly the data fix the answer

The denominator is a small difference between two measured thicknesses. With the EOT held at 0.65 nm:

- an oxide of 0.75 nm gives $7.8/(-0.10)=-78$;
- an oxide of 0.85 nm gives $7.8/(-0.20)=-39$.

An error of 0.05 nm thus changes the magnitude by 50% in one direction and by 25% in the other, relative to 52. The film's share of the EOT, −0.15 nm, changes by equal amounts either way and is the better quantity to which to attach an uncertainty.

The interlayer's permittivity matters as much. If it is $k$ instead of 3.9, its equivalent thickness is $\varepsilon_{ox}t_{ox}/k$, and

$$
\text{EOT}=\frac{\varepsilon_{ox}t_{ox}}{k}+\frac{\varepsilon_{ox}t_f}{\varepsilon_f}
\quad\Longrightarrow\quad
\frac{1}{\varepsilon_f}=\frac{1}{t_f}\left(\frac{\text{EOT}}{\varepsilon_{ox}}-\frac{t_{ox}}{k}\right).
$$

The bracket vanishes at $k=\varepsilon_{ox}t_{ox}/\text{EOT}=3.9\times0.80/0.65=4.80$. As $k$ rises towards this value, $\varepsilon_f$ runs to minus infinity; just above it, $\varepsilon_f$ is large and positive. The physical quantity $1/\varepsilon_f$ passes smoothly through zero. To explain the same EOT with an ordinary film of permittivity 25, the interlayer would need $k=9.23$.

## The silicon must be removed first

A capacitance measured between gate and silicon also contains the response of the electron layer. Let $N$ be its electron density per area, $E_0$ its lowest confined level above the conduction-band edge at the surface, and $E_F$ the Fermi level. Adding electrons raises $E_F$ above that edge by $d[E_0+(E_F-E_0)]$, which requires an extra voltage equal to this energy divided by the elementary charge $q$. Since $dD=q\,dN$, the equivalent oxide thickness added is

$$
t_{Si}=\frac{\varepsilon_0\varepsilon_{ox}}{q^2}\left[\frac{dE_0}{dN}+\frac{d(E_F-E_0)}{dN}\right].
$$

For the first term, consider one occupied subband and no depletion charge. In a layer of width $L$, the kinetic energy scales as $1/L^2$ and the electrostatic energy as $NL$. Their balance gives $L\propto N^{-1/3}$ and $E_0\propto N^{2/3}$, so $dE_0/dN=2E_0/(3N)$. A self-consistent Schrödinger–Poisson calculation at $N=10^{13}$ cm$^{-2}$ for a (100) surface, with a mass of 0.916 electron masses normal to it, gives $E_0=0.198$ eV when the wavefunction is set to zero at the oxide, and this term contributes about 0.28 nm. On a converged grid these values rise by about 0.001 eV and 0.003 nm, to 0.199 eV and 0.286 nm. A finite barrier of 3.1 eV lets the wavefunction enter the oxide and, for an oxide mass of 0.5 electron masses, lowers these values to about 0.186 eV and 0.26 nm.

For the second term, let $g$ be the subband's constant density of states per area and energy. Filling it at temperature $T$ gives

$$
N=gk_BT\ln\left(1+e^{(E_F-E_0)/k_BT}\right),\qquad
\frac{dN}{d(E_F-E_0)}=g\left(1-e^{-N/gk_BT}\right).
$$

The second relation follows by differentiating the first and eliminating the exponential of $E_F-E_0$. With two valleys of in-plane mass 0.19 electron masses, $g=2\times0.19\,m_0/(\pi\hbar^2)$, where $m_0$ is the electron mass. At 300 K this term contributes 0.15 nm.

The uncorrected thickness would be about $0.65+0.28+0.15=1.08$ nm. Inserting it in the series formula would give $\varepsilon_f\approx+28$, an apparently ordinary film. For these numbers the silicon correction decides the sign of the answer.

The single subband without depletion charge is a simplification. At 300 K and this density, roughly 20 to 30% of the electrons occupy higher subbands when a depletion charge of 1 to 3 × $10^{12}$ cm$^{-2}$ is included and the wavefunction still vanishes at the oxide. The silicon contribution is then about 0.4 nm instead of 0.43 nm. With the finite barrier and a depletion charge of 2 × $10^{12}$ cm$^{-2}$, the share in higher subbands is about 37% and the contribution about 0.35 nm for an oxide mass of 0.5 electron masses; oxide masses from 0.3 to 0.9 give shares of 34 to 41% and contributions of 0.36 to 0.34 nm. The uncorrected film permittivity is still positive in each case. The corrected value, however, is sensitive to the silicon model: for a measured thickness of 1.08 nm, subtracting 0.35 nm instead of 0.43 nm changes it from −52 to about −110, and the range of oxide masses above spreads this value from about −95 to about −135.

## Beside real gate stacks

The dimensions lie in the regime of very thin hafnium-zirconium oxide films on oxidized silicon. A total EOT of 0.65 nm is small for a stack that keeps 0.80 nm of interlayer. Besides the silicon correction, an exposed assumption is a sharp layer of pure silicon dioxide: the interlayer can be non-stoichiometric or mixed with the film's metals. If its permittivity reached 4.80, the inferred negative value would disappear altogether. The oxide field of 4.64 MV/cm is 0.46 of a rough breakdown scale of 10 MV/cm. An order-of-magnitude tunnelling estimate, with rough barriers of 3.1 eV in the oxide and 1.5 eV in the film, gives 0.7 A/cm2. Dividing this current by the insulator voltage gives a conductance of about 7% of the capacitive admittance at 1 MHz. A small measuring signal, however, responds to the slope of current against voltage. Tunnelling rises steeply with voltage, so this slope is about four times larger, roughly 30% of the capacitive admittance. That share assumes a tunnelling mass of 0.2 electron masses in the film; masses of 0.15 and 0.3 would give about 90% and 4%. At lower frequencies the relative weight of leakage grows as the inverse of frequency, so leakage must then be separated carefully from the capacitive current.

Under the stated conditions the answer is $\varepsilon_f\approx-52$: an effective slope of the film within this stack, at the charge and temperature of the measurement. The remaining computed values are in the numerical output.

## Computed values

```
Film thickness: 2.00 nm
Oxide thickness: 0.80 nm; permittivity 3.9
Total EOT: 0.65 nm
Film share of EOT: -0.15 nm
Inferred film permittivity: -52.0
EOT from Poisson grid: 0.6500 nm
EOT if film permittivity were +25: 1.112 nm
Stack capacitance: 5.31 uF/cm2
Oxide voltage / insulator voltage: 1.231
Critical oxide thickness, uniform state: 0.150 nm
-- Landau film, rough typical parameters --
Remanent polarization: 15 uC/cm2
Coercive field: 1.0 MV/cm
Background permittivity: 20
Landau coefficient a: -1.732e+09 m/F
Landau coefficient b: 7.698e+10 m^5/(F C^2)
Film permittivity from its own slope: -45.21
EOT of Landau stack: 0.6275 nm
Permittivity recovered from stack: -45.21
Critical oxide, Landau film: 0.173 nm
Best P at 1.1 x critical: 0.00 uC/cm2
Best P at 0.9 x critical: 4.01 uC/cm2
-- Interlayer sensitivity --
Film permittivity if oxide is 0.75 nm: -78.0
Film permittivity if oxide is 0.85 nm: -39.0
Interlayer permittivity where sign turns: 4.80
Interlayer permittivity for film of +25: 9.23
-- Operating point --
Electron density: 1.0e+13 cm^-2
Charge: 1.602 uC/cm2
Oxide field: 4.64 MV/cm
Film field: -0.348 MV/cm
Oxide voltage: 0.371 V
Film voltage: -0.0696 V
Total insulator voltage: 0.302 V
Oxide field / rough 10 MV/cm breakdown: 0.46
Landau permittivity at this charge: -50.1
-- Silicon layer, one subband, 300 K --
Lowest level above surface band edge: 0.198 eV
Mean electron depth: 1.46 nm
Added thickness, level shift: 0.283 nm of oxide
Added thickness, density of states: 0.149 nm of oxide
Uncorrected electrical thickness: 1.082 nm
Film permittivity if uncorrected: +27.7
-- Tunnelling, order of magnitude --
Barriers oxide, film: 3.1, 1.5 eV
Masses oxide, film: 0.5, 0.2 electron masses
Leakage current density: 7e-01 A/cm2
Leakage / capacitive admittance, 1 MHz: 7e-02
```
